How interface resistivity removes the edge singularity of a disc contact

**1. The interface alone**

A metal disc of radius a, held at potential V0 > 0, lies on a half-space of uniform resistivity ρ. The surface outside the disc is insulated, and the potential φ in the substrate vanishes far away. The z axis points into the substrate, and J is the current density entering it under the disc. Between metal and substrate lies a thin interface of specific resistivity ρ_c (resistance times area), taken as linear:

V0 − φ = ρ_c J.

Suppose first that the substrate conducts perfectly. Then φ = 0 everywhere, and

J = V0/ρ_c, R = ρ_c/(πa²).

The current is uniform up to the rim. Each patch of interface carries what its own voltage drives, and no patch can have a voltage above V0. This ceiling will survive when the substrate is made resistive.

**2. The substrate alone**

Now let ρ_c = 0 and ρ > 0. A point current I entering the surface spreads over hemispheres of area 2πs², so its potential is ρI/(2πs). Summing over the disc gives

φ(r) = (ρ/2π) ∫ J(r') dA'/|r − r'|.

We need the J that makes this equal to V0 at every point of the disc. Try J = C/√(a² − r'²). In polar coordinates about the observation point, dA' = s ds dθ, and the factor s cancels the distance in the denominator. What remains is an integral along each chord through the point, with θ running from 0 to π.

Let a chord pass at distance p from the centre and let t be measured from its midpoint. Then r'² = p² + t², and with half-length h, h² = a² − p², we have a² − r'² = h² − t². Each chord contributes

∫ from −h to h of dt/√(h² − t²) = π,

whatever its length. The integral over θ gives π², independent of position. Hence V0 = (ρ/2π)Cπ², and

J = 2V0/[πρ√(a² − r²)].

The total current is I = 2πC ∫ r dr/√(a² − r²) = 2πCa = 4aV0/ρ, so R = ρ/(4a).

At distance s from the rim, a² − r² = s(2a − s) ≈ 2as, so

J ≈ 2V0/[πρ√(2as)].

This is the inverse-square-root singularity. It is integrable, so the total current is finite.

**3. The ideal current meets the interface**

Send the ideal current through an interface with ρ_c > 0. The voltage ρ_c J would exceed V0 close enough to the rim. The power would fail too. Writing J = I/[2πa√(a² − r²)] and stopping at distance δ from the rim,

ρ_c ∫ J² dA = (ρ_c I²/2πa²) ∫ from 0 to a−δ of r dr/(a² − r²) ≈ (ρ_c I²/4πa²) ln(a/2δ),

for δ ≪ a. This diverges as δ → 0. Thus even a small ρ_c cannot be treated as a uniform small correction near the rim: the ideal profile has to change there.

To show that the true current is bounded, consider

P[φ] = (1/ρ) ∫|∇φ|² dV + (1/ρ_c) ∫_disc (V0 − φ)² dA.

Vary φ by η. The outward normal of the substrate at its surface is −z, so integration by parts gives

½δP = −(1/ρ) ∫ η∇²φ dV − (1/ρ) ∫_surface η ∂_zφ dA − (1/ρ_c) ∫_disc η(V0 − φ) dA.

Since J = −∂_zφ/ρ, the stationary φ obeys Laplace's equation, has J = 0 outside the disc, and has J = (V0 − φ)/ρ_c under it. These are the equations of our problem. P is strictly convex, so its finite-power minimiser is unique.

Clip φ to the range from 0 to V0. Where clipping acts, the gradient becomes zero and (V0 − φ)² does not grow. P therefore cannot rise, and uniqueness means that the minimiser was already in this range. Hence

0 ≤ J ≤ V0/ρ_c.

The inverse-square-root singularity is gone for every ρ_c > 0 in this linear model. Finite power is part of the statement: it excludes solutions with a current source hidden at the rim.

**4. Weighing the two close to the rim**

Define the interface voltage u = V0 − φ and the length

ℓ = ρ_c/ρ.

Under the disc u = ρ_c J and J = ∂_zu/ρ, so

u = ℓ ∂_zu.

Near the rim the problem is two-dimensional to leading order. Let x be the distance inward from the rim, s² = x² + z², and θ the angle measured from the disc surface. The disc is at θ = 0 and the free surface at θ = π.

For a perfect interface, u = 0 on the disc and the normal derivative vanishes on the free surface. The lowest finite-power mode is s^(1/2) sin(θ/2), whose gradient varies as s^(−1/2). That is the source of the singularity.

With an interface, compare the two sides of u = ℓ∂_zu. A mode varying as a power of s has gradients of order u/s, whereas the condition demands a normal gradient u/ℓ. Their ratio is s/ℓ, which vanishes at the rim. Seen from distances much smaller than ℓ, the contact therefore acts to leading order as an insulator. Insulator meets insulator, and the allowed modes are s^n cos nθ with n = 0, 1, 2, …. The half-integer power is absent, and u tends to a constant u_e.

This constant drives a finite current, which fixes the next term. We need a harmonic function w with ∂_zw = 1 on the disc side and 0 on the free side. It is

w = z + (1/π)(x ln s − zθ).

It is harmonic because x ln s − zθ is the real part of ζ ln ζ, with ζ = x + iz. Using ∂s/∂z = z/s and ∂θ/∂z = x/s²,

∂_zw = 1 + (1/π)(xz/s² − θ − zx/s²) = 1 − θ/π,

as required. Adding (u_e/ℓ)w to u_e, setting z = 0 and dividing by ρ_c gives

J(x) = J_e [1 + (x/πℓ) ln x + cx + …].

The constant c depends on the whole disc and absorbs the unit of length in the logarithm. As x → 0 the density tends to J_e, but its slope diverges as ln x. A weak singularity remains, in the slope rather than in the current.

A numerical solution of the full disc problem at ℓ/a = 0.1, examined at distances near 10⁻⁵a and 10⁻⁴a, gives a coefficient of the logarithmic term 1.0017 times the derived one.

**5. How large is the finite rim current?**

The ceiling V0/ρ_c need not be reached. The rim value follows from asking how the conductance G = 1/R changes when the disc grows.

First, the minimum of P is the dissipated power. Integration by parts turns its first term into ∫ φJ dA, and its second is ∫ (V0 − φ)J dA. Their sum is V0I = V0²G.

Now enlarge the radius from a to a + δ. Using the old potential as a trial function for the larger disc gives

V0²[G(a+δ) − G(a)] ≤ (1/ρ_c) ∫_annulus u_old² dA.

Using the new potential as a trial function for the smaller disc gives

V0²[G(a+δ) − G(a)] ≥ (1/ρ_c) ∫_annulus u_new² dA.

Since u is continuous at the rim and changes continuously with a, both right-hand sides approach 2πaδ u_e²/ρ_c. With u_e = ρ_c J_e,

dG/da = 2πa ρ_c (J_e/V0)².

This rim law holds for any ratio ℓ/a in the model. In numerical tests at ℓ/a = 0.01, 0.05, 0.1 and 1, the two sides agreed within a relative difference of 9 × 10⁻⁶.

If the interface dominates, G ≈ πa²/ρ_c. The left side is 2πa/ρ_c, and J_e = V0/ρ_c, as in section 1.

For the opposite limit we need dG/da as ρ_c → 0. At fixed total current I, the true flow minimises

∫ ρ|j|² dV + ρ_c ∫ J² dA,

where j is the current density in the substrate. To see this, add a divergence-free change δj with no net current. The cross term is 2∫(φ + ρ_c J)δJ dA = 2V0∫δJ dA = 0, and the remaining terms are squares. The minimum is RI².

For each trial current this expression is linear in ρ_c. A minimum of linear functions is concave, so R(ρ_c) is concave. Dropping the interface term shows that R ≥ ρ/(4a). Conversely, cap the ideal density near the rim and rescale it to current I. This trial has finite interface power, so let ρ_c → 0 first and then lift the cap. Its resistance tends to ρ/(4a), and hence so does R.

For a concave function the tangent slope is no larger than the slope of the chord from zero:

0 ≤ ρ_c dR/dρ_c ≤ R(ρ_c) − R(0) → 0.

By dimensions R = (ρ/a)f(ℓ/a), so a dR/da = −R − ρ_c dR/dρ_c. Therefore

dG/da = −(1/R²) dR/da = (R + ρ_c dR/dρ_c)/(aR²) → 1/(aR) → 4/ρ.

The rim law then gives J_e² = 2V0²/(πaρρ_c), or, with ρ_c = ρℓ,

J_e ≈ (V0/ρ) √[2/(πaℓ)], for ℓ ≪ a.

The ideal density near the rim satisfies J² = 2V0²/(π²ρ²as). It equals J_e² at s = ℓ/π. The interface thus limits the rim current to the value that the ideal formula has at distance ℓ/π.

The computed rim density is 0.982, 0.9984 and 0.9999 times this formula at ℓ/a = 0.1, 0.01 and 0.001. As ρ_c → 0 at fixed V0, ρ and a, J_e grows as ρ_c^(−1/2), and the singularity returns in the limit.

**6. Weighing the two in the resistance**

The same minimum principle bounds R. Minimising the two dissipations separately gives a lower bound: the substrate part is at least ρ/(4a), and the interface part is smallest for uniform current.

For an upper bound take uniform current as the trial. The integral of dA'/|r − r'| over a disc of radius b, seen from its rim, is the integral of the chord length 2b cos θ from −π/2 to π/2, which is 4b. Building the disc ring by ring counts each pair once, so the double integral over the disc is

2 ∫ from 0 to a of 4b · 2πb db = 16πa³/3.

Multiplying by ρ/2π and dividing by (πa²)² gives 8ρ/(3π²a). Thus

ρ/(4a) + ρ_c/(πa²) ≤ R ≤ 8ρ/(3π²a) + ρ_c/(πa²).

The substrate coefficients, 0.250 and 0.270, are close. Redistributing the current changes the rim density drastically and the resistance little.

**7. A contact in numbers**

Take round values for a good silicide contact on heavily doped n-type silicon: ρ = 10⁻³ Ω cm, ρ_c = 10⁻⁸ Ω cm², a = 2 µm, V0 = 10 mV, at 300 K. This ρ_c is optimistic for this ρ: with a barrier of 0.6 eV, simple tunnelling estimates give roughly 5 to 20 times more, depending on the tunnelling mass and on image-force lowering of the barrier. That would make ℓ larger and the crowding weaker: at ten times the ρ_c chosen here, ℓ/a = 0.5 and the rim density is only about 1.7 times that at the centre. With the round values,

ℓ = 10⁻⁸/10⁻³ cm = 10⁻⁵ cm = 100 nm, ℓ/a = 0.05, ℓ/π ≈ 32 nm.

The ideal spreading resistance is 1.250 Ω, and a uniformly used interface would add 0.080 Ω. The bounds are 1.330 and 1.431 Ω; the computed value is 1.363 Ω, giving 7.34 mA. The interface takes 7.2 % of the power.

For the rim, V0/ρ = 10 A/cm and aℓ = 2 × 10⁻⁹ cm², so

J_e ≈ 10 × √[2/(π × 2 × 10⁻⁹)] ≈ 1.78 × 10⁵ A/cm².

The full solution gives 1.77 × 10⁵ A/cm². The ceiling V0/ρ_c is 10⁶ A/cm², well above it, because most of the voltage at the rim is dropped in the substrate: the interface there has 1.77 mV. Current crowding remains, with a rim density 5.3 times that at the centre.

At fixed V0, the real and ideal densities compare as follows, in units of 10⁵ A/cm²:

- 300 nm from the rim: 0.64 real, 0.60 ideal
- 100 nm: 0.99 and 1.02
- 30 nm: 1.35 and 1.84
- 10 nm: 1.57 and 3.19
- 1 nm: 1.74 and 10.1

The curves part within about ℓ of the rim. Farther in, the real density is slightly the larger, although the total current is smaller.

**8. Where a real contact departs from the model**

For these rough parameters the linear interface is reasonable: the rim voltage is 0.02 of the tunnelling scale of 89 mV. Self-heating is below 0.1 K (a crude estimate that releases all the power at the disc gives 0.09 K; with the heat spread through the substrate it is about 0.05 K), and a 500 µm wafer with a grounded back lowers R by about 0.2 %. The depletion width (3.3 nm) and mean free path (4.1 nm) are well below ℓ/π, so the cut-off is meaningful, but the profile at 1 nm is a property of the equations rather than a prediction for silicon. If ρ_c were ten times smaller at the same ρ, ℓ/π would be about 3 nm and the local description would fail at the cut-off itself.

The contact was taken as flush with the surface. A silicide sinks into the silicon by roughly its own thickness, which can be comparable to ℓ/π. With the same ρ_c on the sidewall, a recess of 25 nm lowers the largest current density by about 10 % and R by 2 to 3 %: the bound V0/ρ_c still holds, but the rim value of section 5 belongs to the flush geometry.

The metal must also be an equipotential. Fed at its rim, a cap of 0.03 Ω per square drops 0.012 mV between rim and centre. A bare silicide film of 5 Ω per square would drop about 2.1 mV if J were unchanged, more than the interface voltage at the rim, so J would have to be solved together with the film.

The disc is large beside the contacts of advanced transistors, which are tens of nanometres across. With the same ρ and ρ_c these have ℓ > a and weak crowding; the rim density exceeds the central one by 4 % at ℓ/a = 10 and by 14 % at ℓ/a = 2.5, rising to 35 % at ℓ = a. Such contacts usually have a lower ρ_c and do not sit on a deep uniform substrate, so these figures show only the trend.

The deep uniform substrate may also be replaced by a thin doped layer of thickness t on an insulating junction. Current balance in the layer gives (t/ρ)u'' = u/ρ_c, hence u ∝ exp(−x/L) with L = √(ℓt), for t ≪ L ≪ a. Since the current per unit rim length is I/(2πa) = J_e L, we get J_e = I/(2πaL). For t = ℓ/4 = 25 nm, L = 50 nm, and J_e is a/ℓ = 20 times the mean density of 5.8 × 10⁴ A/cm², about 1.2 × 10⁶ A/cm². At the same total current this is some seven times the half-space value. It exceeds the ceiling of section 7 because driving that current through the layer takes more than 10 mV: the interface voltage at the rim alone is about 12 mV. The formula for J_e does not need t ≪ L. Moving a straight rim by δ changes the resistance of the layer by ρδ/t per unit width, whatever t/L, and the argument behind the rim law then gives the same J_e. The curvature of the rim changes it by only about 1 % here. The rim current is still finite, but its size is then set by the layer as well as by the interface. The remaining inputs and estimates are in the numerical output.

Calculated quantities

```
TESTS
potential integral, r/a=0.3 and 0.8: 9.869604, 9.869604; pi^2 = 9.869604
rho G/a at ell/a=1e-6: 3.99998 (ideal 4)
largest relative error of rim law: 8.8e-06
ell/a=0.1: J_rim / small-ell formula = 0.98232
ell/a=0.01: J_rim / small-ell formula = 0.99838
ell/a=0.001: J_rim / small-ell formula = 0.99985
log-slope coefficient, numerical/derived: 1.0017
J_rim/J_centre at ell/a=10: 1.0362
EXAMPLE
rho = 0.001 ohm cm, rho_c = 1e-08 ohm cm2
a = 2 um, V0 = 10 mV, T = 300 K
ell = 100.0 nm, ell/a = 0.050
ell/pi = 31.8 nm
ideal resistance rho/(4a) = 1.2500 ohm
rho_c/(pi a^2) = 0.0796 ohm
lower bound on R = 1.3296 ohm
upper bound on R = 1.4305 ohm
computed R = 1.3625 ohm, current = 7.339 mA
J_rim computed = 1.7690e+05 A/cm2
J_rim small-ell formula = 1.7841e+05 A/cm2
upper bound V0/rho_c = 1.000e+06 A/cm2
J_centre = 3.3411e+04 A/cm2, J_mean = 5.8405e+04 A/cm2
J_rim/J_centre = 5.295
interface voltage at rim = 1.769 mV
interface share of power = 7.16 %
distance from rim (nm): J real, J ideal (A/cm2)
  1000: 3.887e+04, 3.676e+04
  300: 6.435e+04, 6.043e+04
  100: 9.921e+04, 1.019e+05
  30: 1.353e+05, 1.845e+05
  10: 1.568e+05, 3.187e+05
  1: 1.736e+05, 1.007e+06
  0.1: 1.764e+05, 3.183e+06
NEGLECTED EFFECTS (rough)
donors = 7.0e+19 cm-3, barrier = 0.6 eV, eps_r = 11.7
tunnel mass = 0.26, valley mass = 0.32 m_e
kT = 25.9 meV, tunnelling energy E00 = 89 meV
rim interface voltage / (E00/e) = 0.020
depletion width = 3.3 nm
mobility = 89 cm2/Vs, mean free path = 4.1 nm
Fermi energy (zero-T estimate) = 59 meV
self-heating = 0.092 K at kappa = 1 W/(cm K)
R lowered by 500 um wafer: 0.16 %
lateral drop, metal cap 0.03 ohm/sq: 0.0123 mV
lateral drop, bare silicide 5.0 ohm/sq: 2.06 mV (unperturbed J)
```
